# The Wigner d-matrix in terms of Jacobi polynomials: two derivations, part 1

(Sections cited here and not found follow in the second part.)

Let $d^j_{m'm}(\beta)=\langle j m'|e^{-i\beta J_y}|j m\rangle$, with $\hbar=1$ (Hartree atomic units), and write $s=\sin(\beta/2)$, $c=\cos(\beta/2)$. For every integer or half-integer $j$, every allowed pair $m',m$ and every real $\beta$,

$$d^j_{m'm}(\beta)=\xi\,N\,s^{a}c^{b}\,P_k^{(a,b)}(\cos\beta),\qquad N=\sqrt{\frac{k!\,(k+a+b)!}{(k+a)!\,(k+b)!}},\tag{1}$$

where

$$a=|m'-m|,\qquad b=|m'+m|,\qquad k=j-\max(|m|,|m'|),$$

and the phase is $\xi=(-1)^{m'-m}$ for $m'\ge m$ and $\xi=+1$ for $m'\le m$. The diagonals $m'=m$ and $m'=-m$ cut the square of index pairs into four regions, in each of which the absolute values resolve differently:

| region | condition | $k$ | $a$ | $b$ | $\xi$ |
|---|---|---|---|---|---|
| I | $m'\ge \lvert m\rvert$ | $j-m'$ | $m'-m$ | $m'+m$ | $(-1)^{m'-m}$ |
| II | $m\ge \lvert m'\rvert$ | $j-m$ | $m-m'$ | $m+m'$ | $+1$ |
| III | $-m\ge \lvert m'\rvert$ | $j+m$ | $m'-m$ | $-m-m'$ | $(-1)^{m'-m}$ |
| IV | $-m'\ge \lvert m\rvert$ | $j+m'$ | $m-m'$ | $-m-m'$ | $+1$ |

The numbers $a$, $b$, $k$ are non-negative integers even when $j$ is half-integer: $m'-m$ is an integer because both projections differ from $j$ by integers, $m'+m=(m'-m)+2m$ is an integer because $2m$ is, and $k$ is one of $j\pm m$, $j\pm m'$. In each row $a+b=2\max(|m|,|m'|)$, so that

$$2k+a+b=2j.\tag{2}$$

## Conventions

The states carry the Condon–Shortley phases,

$$J_\pm|jm\rangle=\sqrt{(j\mp m)(j\pm m+1)}\;|j\,m\pm1\rangle,\qquad J_\pm=J_x\pm iJ_y,\tag{3}$$

with the positive root. From $J_+-J_-=2iJ_y$ the generator of the rotation is

$$G\equiv-iJ_y=-\tfrac12(J_+-J_-),\qquad R(\beta)=e^{\beta G}.\tag{4}$$

By (3) the matrices of $J_+$ and $J_-$ are real and transposes of each other, so $G$ is real and antisymmetric and $R$ is real and orthogonal. $R(\beta)$ rotates the state actively by $+\beta$ about $y$.

The Jacobi polynomial is defined by the Rodrigues formula

$$P_k^{(a,b)}(x)=\frac{(-1)^k}{2^k k!}\,\frac{1}{\rho(x)}\frac{d^k h}{dx^k},\qquad \rho=(1-x)^a(1+x)^b,\qquad h=(1-x)^{k+a}(1+x)^{k+b}.\tag{5}$$

Both derivations need its explicit form. The Leibniz rule puts $t$ derivatives on $(1+x)^{k+b}$ and $k-t$ on $(1-x)^{k+a}$:

$$\frac{d^kh}{dx^k}=\sum_{t=0}^k\binom kt\,(-1)^{k-t}\frac{(k+a)!}{(a+t)!}(1-x)^{a+t}\,\frac{(k+b)!}{(k+b-t)!}(1+x)^{k+b-t}.$$

Division by $\rho$ leaves $(1-x)^t(1+x)^{k-t}$, which shows that $P_k^{(a,b)}$ is a polynomial. The signs combine to $(-1)^k(-1)^{k-t}=(-1)^t$, which turns $(1-x)^t$ into $(x-1)^t$. The factor $2^{-k}$ splits as $2^{-t}2^{-(k-t)}$, and $\binom kt/k!=1/[t!\,(k-t)!]$ pairs with the remaining factorials to form two binomial coefficients:

$$P_k^{(a,b)}(x)=\sum_{t=0}^k\binom{k+a}{k-t}\binom{k+b}{t}\Big(\frac{x-1}{2}\Big)^t\Big(\frac{x+1}{2}\Big)^{k-t}.\tag{6}$$

At $x=\cos\beta$ the half-angle identities give $(x-1)/2=-s^2$ and $(x+1)/2=c^2$, so

$$P_k^{(a,b)}(\cos\beta)=\sum_{t=0}^k(-1)^t\frac{(k+a)!\,(k+b)!}{(k-t)!\,(a+t)!\,t!\,(k+b-t)!}\;s^{2t}c^{2k-2t}.\tag{7}$$

At $x=1$ only $t=0$ survives in (6), and at $x=-1$ only $t=k$:

$$P_k^{(a,b)}(1)=\binom{k+a}{k},\qquad P_k^{(a,b)}(-1)=(-1)^k\binom{k+b}{k}.\tag{8}$$

## First derivation: binomial expansion in a polynomial model

### A model of the multiplet

Consider the homogeneous polynomials of degree $2j$ in two variables $u,v$, with basis

$$f_m=\frac{u^{j+m}v^{j-m}}{\sqrt{(j+m)!\,(j-m)!}},\qquad m=-j,\dots,j.$$

The operator $u\,\partial_v$ acts on it as

$$u\,\partial_v f_m=\frac{(j-m)\,u^{j+m+1}v^{j-m-1}}{\sqrt{(j+m)!\,(j-m)!}}=(j-m)\sqrt{\frac{(j+m+1)!\,(j-m-1)!}{(j+m)!\,(j-m)!}}\;f_{m+1}=\sqrt{(j-m)(j+m+1)}\;f_{m+1},$$

because the factorial ratio under the root is $(j+m+1)/(j-m)$. Exchanging $u\leftrightarrow v$ and $m\leftrightarrow-m$ gives $v\,\partial_uf_m=\sqrt{(j+m)(j-m+1)}\,f_{m-1}$. These are the matrix elements (3). In the basis $f_m$ the operators $u\partial_v$ and $v\partial_u$ therefore have the matrices of $J_+$ and $J_-$, and by (4) the operator $\tfrac12(v\partial_u-u\partial_v)$ has the matrix of $G$.

### The finite rotation is a substitution

For a polynomial $f$ define $F(\beta;u,v)=f(U,V)$ with $U=cu+sv$ and $V=-su+cv$. Since $dc/d\beta=-s/2$ and $ds/d\beta=c/2$, the chain rule gives

$$\frac{\partial F}{\partial\beta}=\tfrac12(-su+cv)\,f_U+\tfrac12(-cu-sv)\,f_V .$$

On the other side, $\partial_uF=cf_U-sf_V$ and $\partial_vF=sf_U+cf_V$, so

$$GF=\tfrac12\big[v(cf_U-sf_V)-u(sf_U+cf_V)\big]=\tfrac12(cv-su)f_U+\tfrac12(-sv-cu)f_V .$$

The two expressions agree, so $\partial_\beta F=GF$ with $F(0)=f$. This is a linear system with constant coefficients in $2j+1$ dimensions, whose only solution is $F=e^{\beta G}f$. Taking $f=f_m$ and reading off components,

$$f_m(U,V)=\sum_{m'}f_{m'}(u,v)\,d^j_{m'm}(\beta).\tag{9}$$

For $j=\tfrac12$ one has $f_{1/2}=u$, $f_{-1/2}=v$, and (9) reads $d_{\frac12\frac12}=c$, $d_{-\frac12\frac12}=s$, $d_{\frac12,-\frac12}=-s$, $d_{-\frac12,-\frac12}=c$. The minus sign sits where $m'>m$, as $\xi$ requires.

### Wigner's sum

The left side of (9) is $(cu+sv)^{j+m}(-su+cv)^{j-m}/\sqrt{(j+m)!(j-m)!}$, and the coefficient of $u^{j+m'}v^{j-m'}$ is wanted. Take $v$ from $t$ of the $j+m$ factors of the first bracket; this contributes $\binom{j+m}{t}c^{j+m-t}s^{t}$ and the power $u^{j+m-t}$. The second bracket must then supply $u$ exactly $(j+m')-(j+m-t)=m'-m+t$ times and $v$ the remaining $(j-m)-(m'-m+t)=j-m'-t$ times, contributing $\binom{j-m}{m'-m+t}(-s)^{m'-m+t}c^{j-m'-t}$. On the right of (9) the same monomial has coefficient $d^j_{m'm}/\sqrt{(j+m')!(j-m')!}$. The binomial numerators $(j+m)!\,(j-m)!$ divided by their own square root leave the square root, and so

$$d^j_{m'm}=\sqrt{(j+m')!(j-m')!(j+m)!(j-m)!}\sum_t\frac{(-1)^{m'-m+t}\,c^{\,2j+m-m'-2t}\,s^{\,m'-m+2t}}{(j+m-t)!\;t!\;(m'-m+t)!\;(j-m'-t)!},\tag{10}$$

with $t$ restricted to the values for which both binomial coefficients exist, $\max(0,m-m')\le t\le\min(j+m,\,j-m')$. The four regions come from these limits: the lower one changes form across $m'=m$, and the upper one across $m'=-m$.

### Region I

Let $m'\ge|m|$. Then $m-m'\le0$, so $t$ starts at $0$, and $(j+m)-(j-m')=m+m'\ge0$, so $t$ ends at $j-m'$. Put $k=j-m'$, $a=m'-m$, $b=m'+m$. The four factorial arguments become

$$j-m'=k,\qquad j-m=k+a,\qquad j+m=k+b,\qquad j+m'=k+a+b,$$

the second because $k+a=j-m'+m'-m$, the third likewise, and the last because $j+m'=2j-k$ with (2). The power of $s$ is $a+2t$, and the power of $c$ is $2j-a-2t=b+2k-2t$. Equation (10) becomes

$$d^j_{m'm}=(-1)^a s^ac^b\sqrt{(k+a+b)!\,k!\,(k+b)!\,(k+a)!}\;\sum_{t=0}^k\frac{(-1)^t s^{2t}c^{2k-2t}}{(k+b-t)!\;t!\;(a+t)!\;(k-t)!}.$$

By (7) the sum equals $P_k^{(a,b)}(\cos\beta)/[(k+a)!(k+b)!]$, term by term. The prefactor is then

$$\frac{\sqrt{(k+a+b)!\,k!\,(k+b)!\,(k+a)!}}{(k+a)!\,(k+b)!}=\sqrt{\frac{k!\,(k+a+b)!}{(k+a)!\,(k+b)!}}=N,$$

and (1) holds in region I with $\xi=(-1)^{a}=(-1)^{m'-m}$.

### Three symmetries

Because $G$ is antisymmetric, $R(\beta)^T=e^{\beta G^T}=e^{-\beta G}=R(-\beta)$, that is $d_{mm'}(\beta)=d_{m'm}(-\beta)$. Under $\beta\to-\beta$, $c$ is unchanged and $s$ changes sign; every term of (10) carries $s^{m'-m+2t}$, so $d_{m'm}(-\beta)=(-1)^{m'-m}d_{m'm}(\beta)$. Together,

$$d_{m'm}=(-1)^{m'-m}d_{mm'}.\tag{11}$$

Next replace $(m',m)$ in (10) by $(-m,-m')$. The difference of first and second index becomes $-m+m'$, which is unchanged, so the sign, both powers and $(m'-m+t)!$ are unchanged. The root is unchanged because its four factorials are permuted, and $(j+m-t)!$ and $(j-m'-t)!$ exchange places. Hence

$$d_{m'm}=d_{-m,-m'}.\tag{12}$$

Applying (11) to the right side of (12), where the index difference is again $m'-m$, gives

$$d_{m'm}=(-1)^{m'-m}d_{-m',-m}.\tag{13}$$

### Regions II, III and IV

The region I result for a pair $(p,q)$ with $p\ge|q|$ has $k=j-p$, $a=p-q$, $b=p+q$ and phase $(-1)^{p-q}$.

In region II, $m\ge|m'|$, the pair $(p,q)=(m,m')$ lies in region I, with $k=j-m$, $a=m-m'$, $b=m+m'$. Equation (11) multiplies its phase $(-1)^{m-m'}$ by $(-1)^{m'-m}$, and the product is $+1$.

In region III, $-m\ge|m'|$, the pair $(p,q)=(-m,-m')$ lies in region I, with $k=j+m$, $a=m'-m$, $b=-m-m'$. Equation (12) adds no sign, so $\xi=(-1)^{m'-m}$.

In region IV, $-m'\ge|m|$, the pair $(p,q)=(-m',-m)$ lies in region I, with $k=j+m'$, $a=m-m'$, $b=-m'-m$. Equation (13) multiplies $(-1)^{m-m'}$ by $(-1)^{m'-m}$, so $\xi=+1$.

This reproduces the table. Every pair belongs to some region, since the largest of the four numbers $\pm m,\pm m'$ names one. On the diagonal $m'=m$ regions I and II meet (for $m\ge0$) or III and IV (for $m\le0$); there $a=0$, both phases are $+1$, and $k$ and $b$ coincide. On $m'=-m$ regions I and III meet (for $m'\ge0$) or II and IV; there $b=0$ and the two neighbours have the same phase rule. The formulas therefore agree wherever they overlap, and I and III together cover $m'\ge m$.

## Second derivation: the differential equation from $J^2$

### The equation

Define $Z(\beta)=RJ_zR^{-1}$ and $X(\beta)=RJ_xR^{-1}$. Since $R'=GR=RG$, one has $Z'=R[G,J_z]R^{-1}$. The commutators $[J_y,J_z]=iJ_x$ and $[J_y,J_x]=-iJ_z$ give $[G,J_z]=J_x$ and $[G,J_x]=-J_z$, so $Z'=X$ and $X'=-Z$ with $Z(0)=J_z$, $X(0)=J_x$. The solution is

$$RJ_zR^{-1}=J_z\cos\beta+J_x\sin\beta.\tag{14}$$

The state $R|jm\rangle$ is thus the eigenstate, with eigenvalue $m$, of the angular momentum along the axis tilted by $\beta$ from $z$ toward $x$.

Fix $j,m',m$ and write $d=\langle m'|R|m\rangle$, $X_1=\langle m'|J_xR|m\rangle$, $X_2=\langle m'|J_x^2R|m\rangle$. The matrix element of $RJ_z=ZR$ gives $md=m'\cos\beta\,d+\sin\beta\,X_1$, or

$$\sin\beta\,X_1=(m-m'\cos\beta)\,d.\tag{15}$$

The square of (14) gives $RJ_z^2=Z^2R$ with

$$Z^2=J_z^2\cos^2\beta+J_x^2\sin^2\beta+(J_zJ_x+J_xJ_z)\sin\beta\cos\beta .$$

From $[J_z,J_x]=iJ_y$ follows $J_xJ_z=J_zJ_x-iJ_y=J_zJ_x+G$, which moves $J_z$ to the left, where it acts on $\langle m'|$. With $GR=R'$,

$$m^2d=m'^2\cos^2\beta\,d+\sin^2\beta\,X_2+\sin\beta\cos\beta\,(2m'X_1+d').$$

Inserting (15) and solving for $X_2$,

$$\sin^2\beta\,X_2=\big[m^2-m'^2\cos^2\beta-2m'\cos\beta\,(m-m'\cos\beta)\big]d-\sin\beta\cos\beta\,d'=(m-m'\cos\beta)^2d-\sin\beta\cos\beta\,d'.$$

Now take the element of $J^2R=(J_x^2+J_y^2+J_z^2)R$. The left side is $j(j+1)d$. On the right, $J_y^2=-G^2$ gives $-d''$ and $J_z^2$ gives $m'^2d$. For $0<\beta<\pi$, where $\sin\beta\ne0$,

$$j(j+1)d=-d''-\cot\beta\,d'+\Big[\frac{(m-m'\cos\beta)^2}{\sin^2\beta}+m'^2\Big]d .$$

Over the common denominator the bracket has numerator $m^2-2mm'\cos\beta+m'^2(\cos^2\beta+\sin^2\beta)$. With $1=c^2+s^2$ and $\cos\beta=c^2-s^2$,

$$m^2+m'^2-2mm'\cos\beta=(m'-m)^2c^2+(m'+m)^2s^2=a^2c^2+b^2s^2,$$

and $\sin^2\beta=4s^2c^2$. The equation is

$$d''+\cot\beta\,d'-\Big[\frac{a^2}{4s^2}+\frac{b^2}{4c^2}\Big]d+j(j+1)\,d=0.\tag{16}$$

As a test take $j=m=m'=\tfrac12$, $d=c$, $a=0$, $b=1$. Then $d''=-c/4$, $\cot\beta\,d'=-\cos\beta/(4c)$, and the bracket contributes $-1/(4c)$. The sum is $-c/4+3c/4-(1+\cos\beta)/(4c)=c/2-2c^2/(4c)=0$.

The indices enter (16) only through $a^2$ and $b^2$. The four pairs $(m',m)$, $(m,m')$, $(-m,-m')$, $(-m',-m)$ share one equation, which is why the regions can differ only by a constant factor.

### Reduction to the Jacobi equation

With $x=\cos\beta$ one has $d/d\beta=-\sin\beta\,d/dx$, so $d''=\sin^2\beta\,d_{xx}-\cos\beta\,d_x$ and $\cot\beta\,d'=-\cos\beta\,d_x$. With $2s^2=1-x$ and $2c^2=1+x$,

$$(1-x^2)d_{xx}-2x\,d_x-W d+j(j+1)d=0,\qquad W=\frac{a^2}{2(1-x)}+\frac{b^2}{2(1+x)}.\tag{17}$$

Substitute $d=wy$ with $w=(1-x)^{p/2}(1+x)^{q/2}$, where $p=\pm a$ and $q=\pm b$ are left open. The logarithmic derivative is $L=w_x/w=-\frac{p}{2(1-x)}+\frac{q}{2(1+x)}$, and $w_{xx}/w=L^2+L_x$. Dividing (17) by $w$,

$$(1-x^2)y_{xx}+\big[2(1-x^2)L-2x\big]y_x+\big[(1-x^2)(L^2+L_x)-2xL-W+j(j+1)\big]y=0 .$$

The first bracket is $-p(1+x)+q(1-x)-2x=q-p-(p+q+2)x$. In the second,

$$(1-x^2)L^2=\frac{p^2}{4}\frac{1+x}{1-x}+\frac{q^2}{4}\frac{1-x}{1+x}-\frac{pq}{2}=W-\frac{(p+q)^2}{4},$$

by $\frac{1+x}{1-x}=\frac{2}{1-x}-1$, its mirror image, and $p^2=a^2$, $q^2=b^2$. Further, $L_x=-\frac{p}{2(1-x)^2}-\frac{q}{2(1+x)^2}$, so

$$(1-x^2)L_x-2xL=p\,\frac{-(1+x)+2x}{2(1-x)}+q\,\frac{-(1-x)-2x}{2(1+x)}=-\frac{p+q}{2}.$$

With $\mu=(p+q)/2$ the result is

$$(1-x^2)y_{xx}+\big[q-p-(p+q+2)x\big]y_x+\big[j(j+1)-\mu(\mu+1)\big]y=0.\tag{18}$$

For $p=a$, $q=b$ one has $\mu=j-k$ by (2), and $j(j+1)-\mu(\mu+1)=(j-\mu)(j+\mu+1)=k(k+a+b+1)$, which makes (18) the Jacobi equation. For $p=-a$, $q=-b$ one has $\mu=-(j-k)$, so $j-\mu=2j-k=k+a+b$ and $j+\mu+1=k+1$:

$$(1-x^2)y_{xx}+\big[a-b+(a+b-2)x\big]y_x+(k+1)(k+a+b)\,y=0.\tag{19}$$

### The Rodrigues function solves it

The function $h$ of (5) has $h_x/h=-\frac{k+a}{1-x}+\frac{k+b}{1+x}$, hence

$$(1-x^2)h_x=\big[b-a-(2k+a+b)x\big]h .$$

Differentiate $k+1$ times by the Leibniz rule and call $y=d^kh/dx^k$. On the left the quadratic factor takes at most two derivatives, with weights $1$, $k+1$ and $\binom{k+1}{2}$; on the right the linear factor takes at most one:

$$(1-x^2)y_{xx}-2(k+1)x\,y_x-k(k+1)y=\big[b-a-(2k+a+b)x\big]y_x-(k+1)(2k+a+b)\,y .$$

Moving everything to the left, the coefficient of $y_x$ is $a-b+[2k+a+b-2(k+1)]x=a-b+(a+b-2)x$, and that of $y$ is $(k+1)(2k+a+b-k)$. This is (19). Therefore $(1-x)^{-a/2}(1+x)^{-b/2}\,d^kh/dx^k$ solves (17). By (5) it is a constant times $(1-x)^{a/2}(1+x)^{b/2}P_k^{(a,b)}(x)$, and on $0<\beta<\pi$, where $s,c>0$, the weight equals $2^{(a+b)/2}s^ac^b$. So

$$g(\beta)=s^ac^b\,P_k^{(a,b)}(\cos\beta)$$

solves (16).

### Uniqueness

A second-order equation has two independent solutions, and it must be shown that $d$ contains only $g$. Multiply (16) for $d$ by $g\sin\beta$, multiply (16) for $g$ by $d\sin\beta$, and subtract. The terms without derivatives cancel and the rest is a total derivative:

$$\frac{d}{d\beta}\Big[\sin\beta\,(g\,d'-d\,g')\Big]=0 .$$

The bracket is constant on $(0,\pi)$. Both $g$ and $d$ are finite sums of exponentials $e^{i\nu\beta}$: $g$ because it is a polynomial in $s$ and $c$, and $d$ because the Hermitian matrix $J_y$ can be diagonalized. They and their derivatives are bounded at $\beta=0$, so the factor $\sin\beta$ sends the bracket to zero there and the constant is zero. By (8), $g\neq0$ for small $\beta>0$, and there $(d/g)'=(gd'-dg')/g^2=0$. So $d=Kg$ on an interval with a constant $K$. The difference $d-Kg$ is analytic in $\beta$ and vanishes on an interval, so it vanishes for all real $\beta$.

The first derivation has proved (1) for all index pairs, and the second has shown that $d=Kg$ for all real $\beta$, with $g=s^ac^b\,P_k^{(a,b)}(\cos\beta)$. It remains to fix the constant $K$, including its sign, and then to compare the derivations and treat the consequences, conventions and numerical examples.
